\section*{Why a Two-Negative Stationary Point Cannot Alone Cap the Lowest-Barrier Path}

\section{What scaling and rotation already decide}

An atom migrating between two stable sites follows a path on a potential energy surface $V(q)$, $q\in\mathbb{R}^n$. Let $S$ be a stationary point, placed at the origin, and let its Hessian have $k$ negative eigenvalues $-a_i$ and other eigenvalues $b_j\ge 0$. To second order
\begin{equation}
V-V_S\simeq -\tfrac12\sum_{i=1}^{k}a_i x_i^2+\tfrac12\sum_{j=1}^{n-k} b_j y_j^2 .
\label{quad}
\end{equation}
Stretching all coordinates by a factor $c$ multiplies the right side by $c^2$ and leaves its sign alone. The region below $S$ is therefore, at this order, a cone, and whether it is connected depends on directions and not on size. The downhill directions with $y=0$ form the unit sphere in $\mathbb{R}^k$. For $k=1$ this is two opposite points; for $k\ge2$ it is connected. A path can then walk around $S$ instead of over it. At this order dimensions also fix the form of the gain: a detour of radius $\rho$ can lower the energy only by a number times a curvature times $\rho^2$.

The integer $k$ does not depend on the coordinates. It is the largest dimension of a subspace on which the quadratic form is negative for every nonzero vector. The negative eigenvectors span such a subspace, and any subspace of dimension above $k$ meets the $(n-k)$-dimensional span of the remaining eigenvectors, where the form is nonnegative. At a stationary point a smooth invertible change of coordinates with Jacobian $J$ turns the Hessian $H$ into $J^{T}HJ$, because the term with second derivatives of the map is multiplied by the vanishing gradient. Subspaces map to subspaces of equal dimension, so $k$ is unchanged. Mass weighting is one such change.

\section{Statement and proof}

The barrier of a continuous path from minimum $A$ to minimum $B$ is the maximum of $V$ on it. A lowest-barrier path is one whose barrier no other path undercuts.

\textbf{Theorem.} Let $V$ be twice continuously differentiable, and let $S$, different from $A$ and $B$, be a stationary point with $k\ge2$ negative Hessian eigenvalues. If $S$ is the only highest point of a path from $A$ to $B$, some other path has a strictly lower barrier.

The remaining eigenvalues may be positive or zero, so nondegeneracy is not needed. The word ``only'' is needed, as Section~\ref{ties} shows.

\subsection{A low rim around the stationary point}

Write $q=(x,y)$, with $x\in\mathbb{R}^k$ along the negative eigenvectors and $y$ along the others. Let $\mu=\min_i a_i>0$, and let $H_{xx}(q)$ be the block of second derivatives in $x$. At $S$ its eigenvalues are at most $-\mu$. By continuity there is a $\rho>0$ with
\begin{equation}
u^{T}H_{xx}(x,y)\,u\le-\tfrac{\mu}{2}\quad\text{for } |u|=1,\ |x|\le\rho,\ |y|\le\rho .
\label{concave}
\end{equation}
Since the gradient vanishes at $S$, Taylor's formula with integral remainder gives, for $|x|=\rho$,
\begin{align}
V(x,0)&=V_S+\int_0^1(1-s)\,x^{T}H_{xx}(sx,0)\,x\,ds \nonumber\\
&\le V_S-\tfrac{\mu}{2}\rho^2\int_0^1(1-s)\,ds
=V_S-\tfrac{\mu\rho^2}{4}.
\label{rim0}
\end{align}
On the compact set $|x|=\rho$, $|y|\le\rho$ the function $V$ is uniformly continuous. Hence there is a $\delta$ with $0<\delta\le\rho$ such that $|V(x,y)-V(x,0)|\le\mu\rho^2/8$ when $|x|=\rho$ and $|y|\le\delta$. With (\ref{rim0}),
\begin{equation}
V(x,y)\le V_S-\tfrac{\mu\rho^2}{8}\quad\text{on the rim } |x|=\rho,\ |y|\le\delta .
\label{rim}
\end{equation}

\subsection{From any lower point to the rim}

Let $p=(x_0,y_0)$ lie inside the cylinder $|x|<\rho$, $|y|<\delta$, with $V(p)<V_S$. Choose a unit vector $u\in\mathbb{R}^k$ with $u\cdot\nabla_xV(p)\le0$; if the gradient is nonzero, its negative direction will do, and if it is zero any $u$ will. Along the ray define $f(t)=V(x_0+tu,y_0)$. Then $f'(0)\le0$, and (\ref{concave}) gives $f''\le-\mu/2$. Integrating twice,
\begin{equation}
f'(t)\le-\tfrac{\mu}{2}t,\qquad f(t)\le V(p)-\tfrac{\mu}{4}t^2 .
\label{ray}
\end{equation}
The energy falls all the way. The ray reaches the rim where $|x_0+tu|^2=\rho^2$, that is, where $t^2+2t\,(x_0\cdot u)+|x_0|^2-\rho^2=0$. The positive root is
\begin{equation}
t_*=-x_0\cdot u+\sqrt{(x_0\cdot u)^2+\rho^2-|x_0|^2}.
\label{exit}
\end{equation}

\subsection{Around the rim and back}

Let $p'=(x_0',y_0')$ be a second such point. The rays from $p$ and $p'$ end at rim points $(\rho e,y_0)$ and $(\rho e',y_0')$ with unit vectors $e,e'$. Because $k\ge2$, there is a unit vector $w\perp e$ in $\mathbb{R}^k$ such that $e'$ lies in the plane of $e$ and $w$. Turn along $\rho(e\cos\theta+w\sin\theta)$ at fixed $y_0$ until $e'$ is reached, then move $y$ in a straight line from $y_0$ to $y_0'$, which stays in the ball $|y|\le\delta$. Both moves are on the rim. Finally follow the second ray inward to $p'$. By (\ref{rim}) and (\ref{ray}), everywhere on this detour
\begin{equation}
V\le\max\left[V(p),\,V(p'),\,V_S-\tfrac{\mu\rho^2}{8}\right]<V_S .
\label{detour}
\end{equation}

Now let $\gamma(t)$, $0\le t\le1$, be a path with $S$ as its only highest point. Let $t_-$ and $t_+$ be the first and last times it is at $S$. By continuity there are times $t_1<t_-$ and $t_2>t_+$ at which $\gamma$ is inside the cylinder. At both times $V<V_S$, since $S$ is the only highest point. Replace everything between $t_1$ and $t_2$ by the detour from $p=\gamma(t_1)$ to $p'=\gamma(t_2)$. The new path has $V<V_S$ at each of its points. A continuous function on a compact interval attains its maximum, so the new barrier is below $V_S$. This proves the theorem.

The construction was tested on surfaces in five coordinates, with random cubic terms, one zero eigenvalue, and $k=2$ or $3$. All 600 random pairs of low points were joined within the bound (\ref{detour}), although 46 of the straight chords between them reached $V_S$ or more. With a cylinder 200 times too large, where (\ref{concave}) is no longer guaranteed, the recipe failed for 225 of 600 pairs. The smallness of the cylinder is thus a real condition.

\subsection{Where the proof stops for one negative eigenvalue}

For $k=1$ the rim has two parts, $x=\rho$ and $x=-\rho$, and no turn joins them. If the other eigenvalues are positive, with smallest value $\nu$, the argument of (\ref{rim0}) with reversed sign gives $V(0,y)\ge V_S+\nu|y|^2/4$ for small $y$. This is a wall that every local passage from $x<0$ to $x>0$ must cross at height $V_S$ or above. The wall is local: a lower pass may exist elsewhere. One negative eigenvalue therefore does not prove that a saddle sets the lowest barrier.

\section{Ties, and what must be at the top}
\label{ties}

Consider, in dimensionless units,
\begin{equation}
V=\sin^2x+\tfrac12\left(\tfrac12+\sin x\right)y^2+\tfrac14y^4 ,
\label{tie}
\end{equation}
with $A=(0,0)$ and $B=(2\pi,0)$. On $y=0$ one has $V_x=\sin2x$, $V_y=0$, $V_{xx}=2\cos2x$, $V_{yy}=\tfrac12+\sin x$ and $V_{xy}=0$. The Hessian eigenvalues are $(2,\tfrac12)$ at $A$ and $B$, $(-2,\tfrac32)$ at $x=\pi/2$, and $(-2,-\tfrac12)$ at $x=3\pi/2$. Every path from $A$ to $B$ crosses the line $x=\pi/2$, where $V=1+\tfrac34y^2+\tfrac14y^4\ge1$. The straight path has $V=\sin^2x\le1$, so it is a lowest-barrier path, and the two-negative point at $x=3\pi/2$ is among its highest points. The unrestricted claim that such a point cannot be a highest point is false.

The tied point is still avoidable. On $x=3\pi/2$,
\begin{equation}
V=1-\tfrac14y^2+\tfrac14y^4=\tfrac{15}{16}+\tfrac14\left(y^2-\tfrac12\right)^2 ,
\end{equation}
so the second half of the journey, from $(\pi,0)$ to $B$, costs at least $15/16$. To attain this, put $s=\sin x$, keep $y=0$ while $s\ge-\tfrac12$, where $V=s^2\le\tfrac14$, and take $y^2=-\tfrac12-s$ otherwise. Then $V=s^2-\tfrac14(\tfrac12+s)^2$, whose derivative $\tfrac32s-\tfrac14$ is negative for $s<0$. The largest value is at $s=-1$ and equals $15/16=0.9375$, which a grid search over paths also returns. The whole path keeps its barrier of 1, now set by the true saddle alone.

\textbf{Corollary.} Suppose a lowest-barrier path exists, its barrier $E_*$ exceeds $V(A)$ and $V(B)$, and all stationary points at height $E_*$ are nondegenerate. Then the path passes, at height $E_*$, a stationary point with exactly one negative Hessian eigenvalue.

Suppose it does not. Move all points of the path for a short time $\tau$ by
\begin{equation}
\frac{dq}{d\tau}=-\chi(V)\,\nabla V,\qquad
\frac{dV}{d\tau}=-\chi(V)\,|\nabla V|^2\le0 ,
\label{flow}
\end{equation}
where the smooth factor $\chi$ is 1 near $E_*$ and 0 below some energy between $\max[V(A),V(B)]$ and $E_*$. The ends stay fixed, and every nonstationary point at height $E_*$ drops. What remains at $E_*$ are stationary points of the original path. Nondegenerate stationary points are isolated, by the inverse function theorem applied to $\nabla V$, and the top set is compact, so they are finite in number. None is a minimum: around a nondegenerate minimum at height $E_*$ all other points are higher, so a path that stays at or below $E_*$ could never leave it or arrive. By supposition none has $k=1$. All have $k\ge2$, and the detour, in cylinders small enough to hold one top point each, removes them in turn. The final path has a barrier below $E_*$, a contradiction.

\section{Oxygen hopping on a square metal surface}

Take an oxygen adatom on a rigid square lattice with hollow sites a distance $d=0.25$ nm apart. Let $z$ be its height measured from the hollow position, and write $\kappa=2\pi/d$, $a=1-\cos\kappa x$, $b=1-\cos\kappa y$. The model is
\begin{equation}
V=\tfrac12E_b(a+b)+\tfrac14C\,ab+\tfrac12K\left[z-\tfrac{\ell}{4}(a+b)\right]^2 ,
\label{adatom}
\end{equation}
with bridge energy $E_b=0.7$ eV, lift $\ell=0.10$ nm and $K=600$ eV/nm$^2$. At the atop site $a=b=2$, so its energy is $E_a=2E_b+C$; choosing $E_a=1.8$ eV gives $C=0.4$ eV.

At the hollow, bridge and atop sites $\sin\kappa x=\sin\kappa y=0$ and the bracket vanishes. The gradient is then zero, the mixed derivatives vanish, and
\begin{equation}
V_{xx}=\kappa^2\cos\kappa x\left(\tfrac12E_b+\tfrac14C\,b\right),\qquad V_{zz}=K,
\label{curv}
\end{equation}
with $V_{yy}$ obtained by exchanging $x$ and $y$. Here $\kappa^2=4\pi^2/(0.25\text{ nm})^2=631.7$ nm$^{-2}$. At the bridge $(d/2,0)$ the in-plane curvatures are $-\tfrac12E_b\kappa^2=-221.1$ and $\tfrac12(E_b+C)\kappa^2=347.4$ eV/nm$^2$: one negative. At the atop site both equal $-347.4$ eV/nm$^2$: two negatives. In a small cube around each point, the region below the bridge energy falls into two pieces, while the region below the atop energy is one piece.

\subsection{The diagonal hop}

The straight route from $(0,0)$ to $(d,d)$, with $z$ relaxed, has the atop site as its only highest point, so the theorem applies. Let $X,Y$ be in-plane distances from that site, $\alpha=1-\cos\kappa X$ and $\beta=1-\cos\kappa Y$. Then $a=2-\alpha$, $b=2-\beta$, and for relaxed $z$
\begin{equation}
V=E_a-\tfrac12(E_b+C)(\alpha+\beta)+\tfrac14C\,\alpha\beta .
\label{near}
\end{equation}
Since $\alpha+\beta\simeq\tfrac12\kappa^2\rho^2$ on a circle of radius $\rho$, a half-circle detour lowers the top by
\begin{equation}
\Delta E\simeq\tfrac14(E_b+C)\kappa^2\rho^2=\tfrac12|\lambda|\rho^2,\qquad |\lambda|=347.4\ \text{eV/nm}^2 .
\label{drop}
\end{equation}
For $\rho=0.02$ nm this is $\tfrac12(347.4)(0.0004)=0.0695$ eV. The computed drop is 0.0680 eV, from 1.800 to 1.732 eV. The difference is the next term of the cosine: where the circle crosses an axis, its highest place, the drop is reduced by the fraction $\kappa^2\rho^2/12=0.021$.

The local detour proves that the atop route is not optimal, but it does not locate the best one. Here that can be found directly. Every path from $(0,0)$ to $(d,d)$ crosses the plane $x=d/2$, where $a=2$ and
\begin{equation}
V\ge E_b+\tfrac12(E_b+C)\,b\ge E_b .
\label{bound}
\end{equation}
Two successive bridge hops, along $y=0$ and then $x=d$, never exceed $E_b$. The lowest barrier in this model is therefore 0.70 eV, and the grid search agrees.

\subsection{How a saddle search can miss it}

In a string calculation a chain of images moves downhill and is repeatedly spaced evenly. Started on the diagonal, it keeps $x=y$: the surface is unchanged when $x$ and $y$ are exchanged, so $V_x=V_y$ there and no force points sideways. After 60 steps its top is still 1.80 eV. If the images are first displaced sideways by a half-sine of amplitude 0.001 nm in $x$ and its opposite in $y$, 1500 steps bring the top to 0.70 eV. Refinement of the highest image gives the bridge at $(0.125,0)$ nm, with one negative eigenvalue. The step counts differ, but more steps would not free the symmetric chain in exact arithmetic. The symmetric chain is unstable, however: any asymmetry grows from step to step, and a random displacement of $10^{-10}$ nm frees it in about 70 steps. The miss therefore occurs when the symmetry is exact or imposed, or when the run is stopped early.

Vanishing forces on a chain thus do not certify a saddle; the Hessian at its top must be examined. If only some atoms are included, their Hessian is the full quadratic form restricted to a subspace. By the definition of $k$ as a largest dimension, the restricted count cannot exceed the full one, but it can be smaller. Among 300 random symmetric $6\times6$ matrices, the leading $3\times3$ block missed at least one negative eigenvalue in 279. Most such matrices have three negative eigenvalues, so this count shows only that misses occur, not how often they occur for a Hessian at a barrier top. Two negatives in a partial Hessian therefore rule out a stationary point as the sole top of a lowest-barrier path; one negative does not yet clear it.

\subsection{The model beside a real surface}

The parameters are round illustrative values, not a fit to a particular surface; where a substrate mass is needed, copper is assumed. At 500 K, $k_BT=0.0431$ eV, and the Boltzmann factor of the atop site relative to the bridge is $e^{-1.1/0.0431}\approx8\times10^{-12}$. This is the error made by using the atop energy as the barrier with an unchanged prefactor; it is not the rate of a separate atop route, since a point with two negative eigenvalues has no harmonic prefactor of its own. Misjudging the top would change the rate far more than the following omissions, as estimated here.

With the oxygen mass $m$ and the bridge's negative curvature, of magnitude $g=\tfrac12E_b\kappa^2=221.1$ eV/nm$^2$, the bridge's unstable mode has a quantum $\hbar\omega=\hbar\sqrt{g/m}$ of 24.0 meV. Replacing two soft hollow modes by one stiffer bridge mode changes the zero-point energy by $-9$ meV, a value that rests on $K$ being the same at both sites and would nearly vanish if $K$ were doubled at the bridge. At 500 K all these quanta lie below $k_BT$, so this number overstates the effect on the rate: the harmonic quantum correction, the product of $\sinh(u/2)/(u/2)$ with $u=\hbar\omega/k_BT$ over the hollow modes divided by the same product over the stable bridge modes, is only 1.006. For a parabolic barrier the tunnelling factor is $(v/2)/\sin(v/2)\simeq1+v^2/24$, with $v=\hbar\omega/k_BT$; it is 1.013 here, and the parabolic form diverges at $v=2\pi$, or 44 K.

The rigid substrate may be the largest of the omissions sized here, but its estimate is also the crudest. A force $F$ on an atom held by a spring $K_s$ releases $F^2/2K_s$. As a force scale take the steepest slope between hollow and bridge, $F=\pi E_b/d=8.80$ eV/nm. An assumed copper vibration quantum of 20 meV gives $K_s=608$ eV/nm$^2$. Two atoms at the bridge then release about $8.80^2/608=0.13$ eV. If the hollow gained nothing comparable, the hop rate would rise by a factor of roughly 20. The release scales as the inverse square of the assumed quantum, so the factor would be about 190 for 15 meV and about 4 for 30 meV. This is a scale, not a bound: the slope used is a force on the oxygen during the hop, not the force on a copper atom at the bridge, and the true release may be quite different. A calculation with movable substrate atoms is needed to find it. If adsorbed oxygen makes the surface reconstruct, a single adatom on a fixed square lattice is no longer the right model. The theorem itself survives substrate motion: it then applies to the energy surface in all the atomic coordinates, provided that surface is twice continuously differentiable, which can fail where electronic states cross. The main computed values are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
random pairs joined below V(S): 600
  straight chords reaching V(S) or above: 46
  failures with cylinder 200x too large: 225
tie: negative eigenvalues at the two tops: [1, 2]
tie: lowest barrier, grid: 1.0000
tie: top of straight path: 1.0000
tie: lowest barrier of second half, grid: 0.9375
partial Hessians missing a negative: 279 of 300
hollow spacing d = 0.250 nm
bridge energy = 0.70 eV, atop energy = 1.80 eV
coupling C = 0.40 eV, lift = 0.10 nm
normal stiffness = 600 eV/nm^2
hollow Hessian eigenvalues = 221.1, 221.1, 600.0 eV/nm^2
bridge Hessian eigenvalues = -221.1, 347.4, 600.0 eV/nm^2
atop Hessian eigenvalues = -347.4, -347.4, 600.0 eV/nm^2
pieces below bridge: 2, below atop: 1
detour radius = 0.020 nm
top of diagonal path = 1.8000 eV
top after local detour = 1.7320 eV
drop computed = 0.0680 eV
drop from half |lambda| rho^2 = 0.0695 eV
lowest barrier, grid search = 0.7000 eV
symmetric string, 60 steps: top = 1.8000 eV
kick = 0.0010 nm, 1500 steps: top = 0.7000 eV
refined saddle at x, y = 0.1250, 0.0000 nm
refined saddle energy = 0.7000 eV
refined saddle negative eigenvalues = 1
temperature = 500 K, kT = 0.0431 eV
Boltzmann factor atop/bridge = 8.18e-12
zero-point change of barrier = -9.0 meV
barrier-mode quantum = 24.0 meV
Wigner tunnelling factor = 1.0130
tunnelling crossover temperature = 44 K
assumed substrate quantum = 20 meV
substrate stiffness = 608 eV/nm^2
force scale = 8.80 eV/nm
substrate relaxation, rough = 0.13 eV
rate factor from relaxation = 19
\end{verbatim}
